# Ghost States in Copper Pseudopotentials and the Choice of Local Channel

## Problem

Hartree atomic units are used, with eV added for the main results. The atom is copper, $Z=29$, configuration [Ar]3d$^{10}$4s$^1$4p$^0$, in the nonrelativistic, spherical, spin-unpolarized local density approximation (Slater exchange, VWN correlation). This all-electron (AE) reference omits relativity, spin polarization and nonlocal exchange-correlation.

Each channel $l=0,1,2$ has a screened Troullier–Martins potential $V_l(r)$ whose nodeless normalized radial orbital $u_l$ obeys
$$H_l u_l=\varepsilon_l u_l,\qquad H_l=T_l+V_l,\qquad T_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2},$$
with $\varepsilon_l$ the AE level. Inside the core radius $r_l$, $u_l=r^{l+1}e^{p(r)}$ with $p=c_0+c_2r^2+\dots+c_{12}r^{12}$; outside, $u_l$ and $V_l$ are the AE ones. The Hartree and exchange-correlation screening is the same in all channels and is frozen at the reference atom.

| $l$ | $\varepsilon_l$ (Ha) | $r_l$ (bohr) | $c_2$ (bohr$^{-2}$) |
|---|---|---|---|
| s | −0.17206 | 2.2 | 0.6153 |
| p | −0.02904 | 2.2 | −0.0030 |
| d | −0.20227 | 2.0 | −1.9981 |

One $V_l$ is chosen as the local potential $V_{\rm loc}$. In any other channel $l$ (the index is dropped), with $\Delta V=V_l-V_{\rm loc}$ and $H_{\rm loc}=T_l+V_{\rm loc}$, the Kleinman–Bylander (KB) Hamiltonian is
$$H=H_{\rm loc}+E_{\rm KB}|\chi\rangle\langle\chi|,\qquad \chi=\frac{\Delta V u}{N},\qquad E_{\rm KB}=\frac{N^2}{D},$$
where $N^2=\langle u|\Delta V^2|u\rangle$, $D=\langle u|\Delta V|u\rangle\neq0$, and $C=D/N$ is the KB cosine. The levels of $H_{\rm loc}$ in channel $l$ are $E_0<E_1<\dots$, those of $H$ are $\lambda_0\le\lambda_1\le\dots$. A ghost here means a level of $H$ below $\varepsilon_l$. The computed data, in Ha except $C$, are for a box with $u(60\ \text{bohr})=0$, so positive entries are discretized continuum. The weakly bound entry $-0.00083$ also depends on the box and moves to $-0.00087$ at 150 bohr; the other negative entries, $E_{\rm KB}$ and $C$ do not change in the digits shown.

| loc | $l$ | $E_{\rm KB}$ | $C$ | $E_0$ | $E_1$ |
|---|---|---|---|---|---|
| s | p | 2.3301 | 0.0337 | −0.03288 | 0.00278 |
| s | d | −10.3159 | −0.7642 | 0.00459 | 0.01125 |
| p | s | −18.1471 | −0.0103 | −0.18476 | −0.00083 |
| p | d | −9.0337 | −0.7606 | 0.00459 | 0.01125 |
| d | s | 10.2786 | 0.1195 | −8.54107 | −0.63433 |
| d | p | 6.8205 | 0.0597 | −4.22769 | −0.02088 |

(a) Find $V_l(0)$ in terms of $c_2$ and evaluate it.

(b) Show that $\varepsilon_l$ is a level of $H$, and explain why it need not be the lowest.

(c) Derive the number of ghosts from the sign of $E_{\rm KB}$ and the positions of the $E_n$.

(d) Apply the result to all six rows, and bound the energy of each ghost.

(e) Does a potential that binds a nodeless d level necessarily hold a second s level? Decide it for a square well.

(f) What does the criterion leave open, and how can that be examined?

## Hints

(a) Compute $u''/u$ and expand for small $r$.

(b) Apply $H$ to $u$. Then compare the energies of $\psi$ and $|\psi|$, term by term.

(c) Solve $(H-E)\psi=0$ in the eigenbasis of $H_{\rm loc}$, and follow the sign and slope of the resulting function of $E$ between its poles.

(d) Look at the sign of $E_{\rm KB}$ first. Note $D=C^2E_{\rm KB}$, and use $u$ as a trial function for $H_{\rm loc}$.

(e) A level appears when the zero-energy solution inside joins $r^{-l}$ outside.

(f) A pole of $u'/u$ at radius $R$ is an energy at which $u(R)=0$.

## Solution

### (a) The potentials at the origin

With $L=l+1$ and $u=r^Le^p$, one has $u'/u=L/r+p'$. Since $u''/u=(u'/u)'+(u'/u)^2$,
$$\frac{u''}{u}=-\frac{L}{r^2}+p''+\frac{L^2}{r^2}+\frac{2Lp'}{r}+p'^2 .$$
The $r^{-2}$ terms give $L(L-1)=l(l+1)$. The radial equation demands $u''/u=l(l+1)/r^2+2(V_l-\varepsilon_l)$, so the centrifugal terms cancel and
$$V_l=\varepsilon_l+\frac{(l+1)p'}{r}+\tfrac12\left(p''+p'^2\right).$$
For small $r$, $p'/r=2c_2+4c_4r^2$, $p''=2c_2+12c_4r^2$ and $p'^2=4c_2^2r^2$ to order $r^2$. The constant term is $2(l+1)c_2+c_2$ and the $r^2$ term is $4(l+1)c_4+6c_4+2c_2^2$:
$$V_l=\varepsilon_l+(2l+3)c_2+2\left[(2l+5)c_4+c_2^2\right]r^2+\dots$$
The seven coefficients are fixed as follows. The bracket is set to zero (no curvature at the origin). Continuity of $u$ and $u'$ at $r_l$ fixes $p$ and $p'$ there; continuity of $V$, $V'$, $V''$ fixes $p''$, $p'''$, $p''''$ through the formula for $V_l$ and its first two derivatives. The norm inside $r_l$ equals the AE norm, a nonlinear condition on $c_2$ whose first root met on increasing $c_2$ from large negative values is taken. The values are
$$V_s(0)=-0.172+3(0.6153)=1.674,\quad V_p(0)=-0.029+5(-0.0030)=-0.044,$$
$$V_d(0)=-0.202+7(-1.9981)=-14.189\ \text{Ha}.$$
The norm inside the core radius is 0.915 for d against 0.296 for s and 0.077 for p: $V_d$ has to confine nearly the whole orbital within 2 bohr against the centrifugal term $3/r^2$. The minima of $V_s$ and $V_p$ are −0.81 and −0.59 Ha.

### (b) The reference level and the loss of the node argument

The common screening cancels in $\Delta V$, so screened and ionic potentials give the same $\chi$ and $E_{\rm KB}$. Because $\langle\chi|u\rangle=D/N$,
$$Hu=H_{\rm loc}u+\frac{N^2}{D}\,\frac{\Delta Vu}{N}\,\frac{D}{N}=(H_{\rm loc}+\Delta V)u=H_lu=\varepsilon_l u .$$
For a local Hamiltonian the energy functional contains $\psi'^2$ and $\psi^2$ alone, so $\psi$ and $|\psi|$ have the same energy. If the lowest state had a node, $|\psi|$ would also be a minimizer and would have to solve the differential equation, which a function with a kink cannot. The lowest state is therefore nodeless. Two nodeless functions cannot be orthogonal, so a nodeless eigenfunction such as $u$ of $H_l$ is the lowest one.

For $H$ the functional has the extra term $E_{\rm KB}\langle\chi|\psi\rangle^2$, which changes under $\psi\to|\psi|$, and the argument breaks. A level below $\varepsilon_l$ is allowed. Its eigenfunction is orthogonal to the nodeless $u$, since $H$ is symmetric and the energies differ, so it has at least one node.

### (c) The counting rule

Take a box and a finite basis of size $M$, so the spectrum is discrete, with $H_{\rm loc}\phi_n=E_n\phi_n$ nondegenerate and $w_n=\langle\phi_n|\chi\rangle^2$. For $E\neq E_n$, the equation $(H_{\rm loc}-E)\psi=-E_{\rm KB}\chi\langle\chi|\psi\rangle$ gives
$$\psi=-E_{\rm KB}\langle\chi|\psi\rangle\sum_n\frac{\phi_n\langle\phi_n|\chi\rangle}{E_n-E}.$$
Here $\langle\chi|\psi\rangle\ne0$, or $\psi$ would vanish. Projecting on $\chi$ and dividing by it yields the secular equation
$$g(E)=1+E_{\rm KB}\sum_n\frac{w_n}{E_n-E}=0,\qquad g'(E)=E_{\rm KB}\sum_n\frac{w_n}{(E_n-E)^2}.$$
Assume first that all $w_n>0$. Then $g$ is monotone between poles with the sign of $E_{\rm KB}$ as its slope, and $g\to1$ at $E\to\pm\infty$.

For $E_{\rm KB}>0$: below $E_0$ every term is positive, $g>1$, and there is no root. Just above $E_n$ the $n$-th term goes to $-\infty$, just below $E_{n+1}$ the next goes to $+\infty$, so a rising $g$ has one root in each gap. Above the top pole $g$ rises from $-\infty$ to 1, giving one more. That makes $M$ roots, the whole spectrum, with
$$E_n\le\lambda_n\le E_{n+1}.$$
For $E_{\rm KB}<0$: below $E_0$, $g$ falls from 1 to $-\infty$, one root. In each gap it falls from $+\infty$ to $-\infty$, one root. Above the top pole $g>1$. Again $M$ roots, now with
$$\lambda_n\le E_n\le\lambda_{n+1}.$$
If some $w_n$ vanish, the inequalities still hold as written: tilt $\chi$ slightly so that all weights are positive and let the tilt go to zero, since eigenvalues of a symmetric matrix are continuous in its elements.

Let $m$ local levels lie below $\varepsilon_l$ and none coincide with it, so $E_{m-1}<\varepsilon_l<E_m$. By (b), $\varepsilon_l$ is one of the $\lambda_n$. For $E_{\rm KB}>0$ the one $\lambda$ that can lie strictly inside this gap is $\lambda_{m-1}$, and $m-1$ levels precede it. For $E_{\rm KB}<0$ it is $\lambda_m$, with $m$ levels before it. Hence
$$\#\text{ghosts}=\begin{cases}m-1,&E_{\rm KB}>0,\\ m,&E_{\rm KB}<0,\end{cases}$$
which contains the Gonze–Stumpf–Scheffler criterion: a ghost exists if and only if $\varepsilon_l>E_1$ when $E_{\rm KB}>0$, or $\varepsilon_l>E_0$ when $E_{\rm KB}<0$. A repulsive projector can push one local level up to $\varepsilon_l$ but not past the next; an attractive one can pull one level below $E_0$, and this had better be $\varepsilon_l$ itself.

Two further relations are needed. From $N=CE_{\rm KB}$ and $D=CN$ follows $D=C^2E_{\rm KB}$. With $u$ as trial function, $\langle u|H_{\rm loc}|u\rangle=\langle u|H_l-\Delta V|u\rangle=\varepsilon_l-D$. The function $u$ is not an eigenfunction of $H_{\rm loc}$ unless $\Delta V$ is constant, and it is not, being nonzero inside and zero outside the core. So
$$\delta\equiv\varepsilon_l-D-E_0>0 .$$
For $D>0$ this gives $E_0<\varepsilon_l$, so $m\ge1$ and $m-1$ is not negative. For $D<0$ the criterion $\varepsilon_l>E_0$ reads $\delta>|D|$: a negative $D$ smaller in size than $\delta$ produces a ghost. If $\Delta V\le0$ at every $r$, then $H_{\rm loc}\ge H_l$ in every expectation value, $E_0\ge\varepsilon_l$, and no ghost exists. A ghost at negative $E_{\rm KB}$ therefore needs a $\Delta V$ that changes sign.

### (d) The six cases

**d local, s channel.** $E_{\rm KB}=10.28>0$, so $E_1$ decides:
$$\varepsilon_s-E_1=-0.17206+0.63433=0.462\ \text{Ha}=12.6\ \text{eV}>0 .$$
There is a ghost. The potential $V_d$, seen without a centrifugal barrier, holds s levels at −8.54 and −0.634 Ha, both below the 4s level; the computed count is $m-1=1$, so the third lies above it. The projector lifts $E_0$ to $\lambda_0$, which interlacing confines to $-8.54\le\lambda_0\le-0.634$ Ha, and $\varepsilon_s$ is $\lambda_1$. Direct diagonalization gives
$$\lambda_0=-3.189\ \text{Ha}=-86.8\ \text{eV},$$
lying $3.18880-0.17206=3.017$ Ha, or 82.1 eV, below 4s. Its mean radius is 0.42 bohr against 2.96 bohr for the 4s pseudo-orbital. It has two nodes, where (b) requires one or more; the lowest level of the channel having two nodes and the next none shows how far the local ordering is lost.

**d local, p channel.** $E_{\rm KB}=6.82>0$ and $E_1-\varepsilon_p=-0.02088+0.02904=0.0082$ Ha $>0$. There is no ghost, by a thin margin: $V_d$ has a deep p level at −4.23 Ha, which the projector lifts to $\varepsilon_p$, and a second one just above $\varepsilon_p$.

**s local, d channel.** $E_{\rm KB}=-10.32<0$, so $E_0$ decides. It is positive: $V_s$ binds no d level within the box, and $\varepsilon_d<0<E_0$. No ghost. Here $D=(0.7642)^2(-10.316)=-6.02$ Ha, far from zero.

**s local, p channel.** $E_{\rm KB}=2.33>0$ and $E_1=0.00278>0>\varepsilon_p$: $V_s$ binds one p level in the box, and there is no ghost. The cosine is small, however: $D=C^2E_{\rm KB}=0.00265$ Ha. The difference $V_p-V_s$ runs from −1.72 Ha at the origin, where $u_p^2\propto r^4$ gives it little weight, to +0.27 Ha. The two signs partly cancel in $D$, and $u_p$ has only 0.077 of its norm inside the core, where $\Delta V$ is nonzero. The gap is $\delta=-0.02904-0.00265+0.03288=0.0012$ Ha. A $D$ in the window $-\delta<D<0$ would give a p ghost by (c); whether any choice of radii puts it there was not examined. The s-local choice is free of ghosts below the reference levels for these radii, with a wide margin in d, and in p with $D$ small but positive.

**p local, d channel.** $E_{\rm KB}=-9.03<0$ and $E_0>0>\varepsilon_d$. No ghost.

**p local, s channel.** $E_{\rm KB}=-18.15<0$ and $\varepsilon_s-E_0=-0.17206+0.18476=0.0127$ Ha $>0$, with $E_1>\varepsilon_s$: one ghost. Both potentials are shallow, so depth is not the cause; this is the window found in (c). The difference $V_s-V_p$ runs from −0.27 to +1.72 Ha, and
$$D=(0.0103)^2(-18.15)=-0.0019,\qquad \delta=0.0127+0.0019=0.0146>|D| .$$
The norm $N=CE_{\rm KB}=0.19$ Ha is modest, and $E_{\rm KB}=N/C$ is large because $C$ is small. For a normalized $\psi$, $\langle\chi|\psi\rangle^2\le1$ gives $\langle H\rangle\ge E_0+E_{\rm KB}$, and $\chi$ as trial function gives an upper bound:
$$E_0+E_{\rm KB}\le\lambda_0\le\langle\chi|H_{\rm loc}|\chi\rangle+E_{\rm KB}.$$
The lower bound is $-0.18-18.15=-18.33$ Ha and interlacing gives the separate upper bound $\lambda_0\le E_0=-0.185$ Ha; the trial-function bound was not evaluated. If $C\to0^-$ at fixed $N$ and fixed $\langle\chi|H_{\rm loc}|\chi\rangle$, both bounds go to $-\infty$. Diagonalization gives $\lambda_0=-14.52$ Ha, deeper than the d-local ghost.

Of the three choices, s local alone has no ghost at these radii. The numerical check confirms the interlacing and the counts against direct diagonalization of $H$ in all six rows, and reproduces the d-local ghost as the root of $g(E)$ on an independent finite-difference grid. All of this holds at frozen screening; a self-consistent calculation filling levels from below would occupy the ghost and change the screening.

### (e) The square well

Let $V=-k^2/2$ for $r<R$ and 0 outside. A new level of angular momentum $l$ appears at $E=0$. There the solution inside is $xj_l(x)$ with $x=kr$, and the solution outside that does not grow is $r^{-l}$, with $ru'/u=-l$. Matching at $x=kR$ requires $x(xj_l)'=-l\,xj_l$. The recurrence $j_l'=j_{l-1}-(l+1)j_l/x$ gives
$$(xj_l)'=j_l+xj_{l-1}-(l+1)j_l=xj_{l-1}-lj_l ,$$
so the condition becomes $x^2j_{l-1}-lxj_l=-lxj_l$, that is $j_{l-1}(kR)=0$. For $l=2$, $j_1=\sin x/x^2-\cos x/x$ vanishes at $\tan x=x$, first at $kR=4.4934$. For $l=0$, $xj_0=\sin x$ must have zero slope, $\cos kR=0$, and the second s level appears at $3\pi/2=4.7124$.

For $4.4934<kR<4.7124$ the well binds d and holds one s level, so the answer is no. The thresholds differ by $4.7124/4.4934=1.049$ in $k$, or a factor 1.10 in depth. In this model binding a d level brings the second s level close without forcing it, and whether $E_1$ falls below $\varepsilon_s$ depends on the shape of the potential. For copper it has to be computed, as in (d).

### (f) Above the reference level

The criterion says nothing about spurious states above $\varepsilon_l$. These would show as extra poles of the logarithmic derivative $u'/u$ at a radius $R$ beyond the core. Since $\chi=0$ beyond 2.2 bohr, the poles are the levels of $H$ with $u(R)=0$. For $R=6$ bohr the two lowest valence levels, in Ha, are:

| $l$ | AE | s local | d local |
|---|---|---|---|
| s | −0.1578, 0.3779 | −0.1578, 0.3750 | −3.1888, −0.1578 |
| p | 0.0313, 0.5599 | 0.0313, 0.5592 | 0.0313, 0.5551 |
| d | −0.2020, 0.2999 | −0.2020, 0.3078 | −0.2020, 0.3109 |

With s local the levels match one to one. The second levels differ from the AE LDA ones by −0.0029, −0.0007 and +0.0079 Ha, against spacings of about 0.5 Ha, so there is no extra pole up to the second level in any channel. Higher energies were not examined. With d local the s series is shifted by one place, and the p-local s series likewise (−14.52, −0.1578).

## Variation 1: switching the depth on

Let $V_{\rm loc}(\eta)=V_s+\eta W$ with $W=V_d-V_s$. How does the s ghost enter, and how fast does it move?

Now $\Delta V=-\eta W$, so $\chi$ is independent of $\eta$, $N^2\propto\eta^2$, $D\propto\eta$ and $E_{\rm KB}=\eta E_{\rm KB}(1)>0$; for example $0.7216\times10.2786=7.417$ Ha. The ghost enters where $E_1(\eta^*)=\varepsilon_s$. Numerically $\eta^*=0.7416$, where $V_{\rm loc}(0)=1.674-0.7416(15.863)=-10.09$ Ha. Diagonalization finds no ghost at $\eta=0.7216$ ($E_1=-0.16393$) and one at $0.7616$ ($E_1=-0.18154$). Since $V_d$ exceeds $V_s$ by up to 0.54 Ha at some radii, $E_1(\eta)$ is not guaranteed monotone, and uniqueness of $\eta^*$ is not shown.

From $\Delta Vu=(H_l-H_{\rm loc})u=(\varepsilon_l-H_{\rm loc})u$, projection on $\phi_n$ gives
$$\langle\phi_n|\Delta V|u\rangle=(\varepsilon_l-E_n)\langle\phi_n|u\rangle .$$
At $\eta^*$ the right side vanishes for $n=1$, so $\langle\phi_1|\chi\rangle=0$ (the check finds $5\times10^{-10}$) and $H\phi_1=\varepsilon_s\phi_1$. The functions $\phi_1$ and $u$ are independent, for $u\propto\phi_1$ would make $\Delta Vu=0$. The level is twofold degenerate and the ghost passes through $\varepsilon_s$ in a true crossing.

The slope follows from degenerate perturbation theory with $H'=dH/d\eta=W+E_{\rm KB}(1)|\chi\rangle\langle\chi|$. Since $Hu=\varepsilon_su$ for all $\eta$ with fixed $u$, $H'u=0$. The other state of the pair is $\psi=(\phi_1-au)/\sqrt{1-a^2}$ with $a=\langle u|\phi_1\rangle$. All terms with $u$ drop out, and $\langle\phi_1|H'|\phi_1\rangle=\langle\phi_1|W|\phi_1\rangle=dE_1/d\eta$ by the Hellmann–Feynman theorem, so
$$\frac{d\lambda}{d\eta}\Big|_{\eta^*}=\frac{1}{1-a^2}\,\frac{dE_1}{d\eta}.$$
The ghost moves faster than $E_1$. The difference quotients are $(-0.18154+0.16393)/0.04=-0.44$ Ha for $E_1$ and $(-0.39312+0.17206)/0.02=-11$ Ha for the ghost. If the ghost is linear in $\eta$ over this step, $1-a^2\approx0.04$; this is an inference, as $a$ was not computed. At $\eta=0.7216$ the first level above $\varepsilon_s$ is $\lambda_1=-0.00015$ Ha, far above $E_1$, so on that side the moving level has risen by at least 0.17 Ha over the same step; in character $\lambda_1$ is not that level but a diffuse state of mean radius about 20 bohr, found near $-0.00014$ Ha on both sides of the crossing, and its energy depends on the box ($-0.00028$ Ha at 150 bohr). A small margin $\varepsilon_s-E_1$, here 0.0095 Ha, thus goes with a ghost 0.22 Ha below the 4s level.

## Variation 2: changing the d radius

Keep d local and $r_s=r_p=2.2$ bohr. Can a larger $r_d$ remove the ghosts? The data, in Ha, are as follows; the positive $E_1$ in the last row is box continuum (0.0003 at 150 bohr).

| $r_d$ | $V_d(0)$ | s: $E_{\rm KB}$, $E_1$ | p: $E_{\rm KB}$, $E_1$ |
|---|---|---|---|
| 1.6 | −19.74 | 7.91, −0.961 | 4.34, −0.0446 |
| 2.0 | −14.19 | 10.28, −0.634 | 6.82, −0.0209 |
| 2.4 | −10.77 | 15.17, −0.452 | 21.07, −0.0093 |
| 2.8 | −8.51 | 19.52, −0.344 | −31.80, −0.0030 |
| 3.2 | −6.94 | 18.21, −0.276 | −11.39, 0.0005 |

In the s channel $E_{\rm KB}>0$ and $E_1<\varepsilon_s=-0.172$ in all five rows, so the ghost stays. It rises through −6.61, −3.19, −1.49, −0.79 and −0.48 Ha, and the margin shrinks to $0.27623-0.17206=0.104$ Ha at 3.2 bohr. A ghost survives at $V_d(0)=-6.94$ Ha although Variation 1 had none just short of −10.09 Ha, so the value at the origin alone does not decide the matter.

The p channel shows both mechanisms. At 1.6 bohr $E_{\rm KB}>0$ and $E_1=-0.0446<\varepsilon_p=-0.0290$: a ghost from the second local level. At 2.0 and 2.4 bohr $E_1>\varepsilon_p$ and there is none. Between 2.4 and 2.8 bohr $E_{\rm KB}=N^2/D$ changes sign; as $N>0$ and $D$ is continuous in $r_d$, $D$ passes through zero and $E_{\rm KB}$ through a pole. Beyond it $E_0$ decides, the count of local levels below $\varepsilon_p$ is $m=1$, and one ghost is found at 2.8 and at 3.2 bohr. None of the five radii makes d local free of ghosts.

## Computed results

```
Cu LDA: E_tot = -1637.78586 Ha, T = 1635.98280 Ha
s: eps = -0.17206 Ha = -4.682 eV, rc = 2.2 bohr, norm inside 0.29593
   c2 = 0.6153 bohr^-2, V(0) = 1.6740 Ha, min V = -0.8119 Ha
p: eps = -0.02904 Ha = -0.790 eV, rc = 2.2 bohr, norm inside 0.07704
   c2 = -0.0030 bohr^-2, V(0) = -0.0439 Ha, min V = -0.5900 Ha
d: eps = -0.20227 Ha = -5.504 eV, rc = 2.0 bohr, norm inside 0.91468
   c2 = -1.9981 bohr^-2, V(0) = -14.1892 Ha, min V = -14.1892 Ha
V_s-V_d: min -0.5383 Ha, max 15.8632 Ha
V_p-V_d: min -0.2914 Ha, max 14.1453 Ha
V_s-V_p: min -0.2658 Ha, max 1.7179 Ha
loc l | E_KB  C | E0 E1 eps lam0 (Ha; positive = box continuum) | ghosts pred/found
s p | 2.3301 0.0337 | -0.03288 0.00278 -0.02904 -0.02904 | 0/0
s d | -10.3159 -0.7642 | 0.00459 0.01125 -0.20227 -0.20227 | 0/0
p s | -18.1471 -0.0103 | -0.18476 -0.00083 -0.17206 -14.52244 | 1/1
p d | -9.0337 -0.7606 | 0.00459 0.01125 -0.20227 -0.20227 | 0/0
d s | 10.2786 0.1195 | -8.54107 -0.63433 -0.17206 -3.18880 | 1/1
d p | 6.8205 0.0597 | -4.22769 -0.02088 -0.02904 -0.02904 | 0/0
s ghost, d local: -3.18880 Ha = -86.772 eV, nodes 2
  below eps_4s by 3.01675 Ha = 82.090 eV
  margin eps_4s-E1 = 0.46227 Ha = 12.579 eV
  <r> ghost 0.417 bohr, <r> 4s 2.963 bohr
  finite differences: E0 -8.54107, E1 -0.63433, secular root -3.18880 Ha
critical eta* = 0.7416, V_loc(0) there = -10.0896 Ha
  eta 0.7216: E_KB 7.4167, E1 -0.16393, lam0 -0.17206, lam1 -0.00015 Ha, ghosts 0
  eta 0.7616: E_KB 7.8278, E1 -0.18154, lam0 -0.39312, lam1 -0.17206 Ha, ghosts 1
  |<phi1|chi>| at eta* = 4.8e-10
d local: r_d (bohr) | V_d(0) | s: E_KB E1 lam0 ghosts | p: E_KB E1 ghosts (Ha)
1.6 | -19.740 | 7.910 -0.96148 -6.61170 1 | 4.345 -0.04460 1
2.0 | -14.189 | 10.279 -0.63433 -3.18880 1 | 6.821 -0.02088 0
2.4 | -10.772 | 15.174 -0.45219 -1.49296 1 | 21.073 -0.00933 0
2.8 | -8.512 | 19.522 -0.34375 -0.79116 1 | -31.796 -0.00296 1
3.2 | -6.935 | 18.211 -0.27623 -0.48303 1 | -11.392 0.00048 1
levels with u(6 bohr)=0, lowest two valence (Ha)
s: AE -0.1578 0.3779 | s loc -0.1578 0.3750 | p loc -14.5224 -0.1578 | d loc -3.1888 -0.1578
p: AE 0.0313 0.5599 | s loc 0.0313 0.5592 | p loc 0.0313 0.5561 | d loc 0.0313 0.5551
d: AE -0.2020 0.2999 | s loc -0.2020 0.3078 | p loc -0.2020 0.3111 | d loc -0.2020 0.3109
square well kR thresholds: first d 4.4934, second s 4.7124 (dimensionless)
```
